**Velocity autocorrelations and harmonic densities of states**

For a classical harmonic system in the canonical ensemble, the cosine transform of $\sum_i m_i\langle v_i(t)v_i(0)\rangle$, multiplied by $2/(\pi k_BT)$, is the density of states $g(\omega)$. Without the masses it is $\sum_i g_i(\omega)/m_i$, where $m_i$ and $v_i$ are the mass and velocity of coordinate $i$ and $g_i$ is its partial density. The program asserts the mode formula for two atoms between walls against a direct phase-space integral with the Boltzmann factor. It also asserts that a single trajectory weights the lines by its mode energies, and that fixing the total momentum of a free pair removes the zero mode. For a diatomic chain, it compares transforms of correlation functions from Newtonian dynamics with closed partial densities broadened by the same Gaussian; the largest difference in the partial densities is $1.8\times10^{-10}$ of the peak. Band areas and zero-point energies are compared with Bloch diagonalization or an elliptic-integral formula. The output shows an acoustic fraction of 0.500 with mass weighting and 0.328 without it. Omitting the masses raises the zero-point energy per cell from 43.58 to 50.72 meV.

## Numerical verification

```python
"""
Result under test (classical harmonic system, canonical averages):
  (2/(pi kT)) Int_0^inf sum_i m_i <v_i(t) v_i(0)> cos(w t) dt = g(w)
  (2/(pi kT)) Int_0^inf sum_i     <v_i(t) v_i(0)> cos(w t) dt = sum_i g_i(w)/m_i
g(w)   : density of states, one unit of area per normal mode
g_i(w) : partial density, each mode weighted by |e_i|^2, its squared
         mass-weighted eigenvector component on coordinate i
v_i, m_i : velocity and mass of coordinate i;  kT : thermal energy
Hartree atomic units (hbar = 1). VACF = velocity autocorrelation function.
"""
import numpy as np
from scipy.linalg import expm
from scipy.special import ellipk
from scipy.constants import physical_constants

spring = 0.05
masses = np.array([20000.0, 60000.0])
kT = 0.001
hartree_mev = 1000 * physical_constants["Hartree energy in eV"][0]


def flow_matrix(force_constants, mass, time):
    """Newtonian map of (positions, velocities) over a time, without modes."""
    n = len(mass)
    rate = np.sqrt(np.max(np.diag(force_constants) / mass))
    generator = np.zeros((2 * n, 2 * n))
    generator[:n, n:] = rate * np.eye(n)
    generator[n:, :n] = -force_constants / mass[:, None] / rate
    units = np.concatenate([np.ones(n), np.full(n, rate)])
    return units[:, None] * expm(generator * time) / units[None, :]


def thermal_vacf(states, force_constants, flow):
    """Boltzmann average of v_i(t) v_i(0) over a phase-space grid."""
    x, v = states[:, :2], states[:, 2:]
    energy = 0.5 * np.sum((x @ force_constants) * x, axis=1)
    energy += 0.5 * (v**2) @ masses
    boltzmann = np.exp(-energy / kT)
    later = states @ flow.T
    return boltzmann @ (later[:, 2:] * v) / boltzmann.sum()


def grid_states(*axes):
    return np.stack([a.ravel() for a in np.meshgrid(*axes, indexing="ij")], 1)


# ---- Two atoms between walls: phase-space integral against mode formula
walls = spring * np.array([[2.0, -1.0], [-1.0, 2.0]])
steps = np.arange(-10, 11)
x_axis = 0.6 * np.sqrt(kT / spring) * steps
v_axes = [0.7 * np.sqrt(kT / m) * steps for m in masses]
states = grid_states(x_axis, x_axis, *v_axes)
eigenvalues, vectors = np.linalg.eigh(walls / np.sqrt(np.outer(masses, masses)))
pair_freq = np.sqrt(eigenvalues)
pair_weight = vectors**2
for time in (0.0, 700.0, 3000.0):
    direct = thermal_vacf(states, walls, flow_matrix(walls, masses, time))
    formula = kT / masses * (pair_weight @ np.cos(pair_freq * time))
    assert np.max(np.abs(direct - formula) * masses / kT) < 1e-7
    weighted_direct = masses @ direct / kT
    assert abs(weighted_direct - np.cos(pair_freq * time).sum()) < 1e-7

# ---- One trajectory: time average carries the mode energies, not kT
displacement = 0.1
interval, lag = 400.0, 7
flow = flow_matrix(walls, masses, interval)
trajectory = [np.array([displacement, 0.0, 0.0, 0.0])]
for _ in range(4000):
    trajectory.append(flow @ trajectory[-1])
velocity = np.array(trajectory)[:, 2:]
products = velocity[:-lag] * velocity[lag:]
taper = np.hanning(len(products))  # smooth average, fast convergence
time_average = taper @ products / taper.sum()
start_q = vectors.T @ (np.sqrt(masses) * np.array([displacement, 0.0]))
mode_energy = 0.5 * pair_freq**2 * start_q**2
expected = pair_weight @ (mode_energy * np.cos(pair_freq * lag * interval)) / masses
assert np.max(np.abs(time_average - expected) * masses) < 1e-6 * mode_energy.sum()
equal_share = np.full(2, mode_energy.mean())
thermal_like = pair_weight @ (equal_share * np.cos(pair_freq * lag * interval)) / masses
assert np.max(np.abs(time_average - thermal_like) * masses) > 0.01 * mode_energy.sum()

# ---- Free pair: zero mode present, and removed by fixing total momentum
bond = spring * np.array([[1.0, -1.0], [-1.0, 1.0]])
free_time = 1000.0
free_flow = flow_matrix(bond, masses, free_time)
free_states = grid_states(x_axis, np.zeros(1), *v_axes)
fixed_states = grid_states(x_axis, np.zeros(1), v_axes[0], np.zeros(1))
fixed_states[:, 3] = -masses[0] * fixed_states[:, 2] / masses[1]
free_sum = masses @ thermal_vacf(free_states, bond, free_flow) / kT
fixed_sum = masses @ thermal_vacf(fixed_states, bond, free_flow) / kT
stretch_freq = np.sqrt(spring * np.sum(1 / masses))
assert abs(free_sum - 1 - np.cos(stretch_freq * free_time)) < 1e-7
assert abs(fixed_sum - np.cos(stretch_freq * free_time)) < 1e-7

# ---- Diatomic ring: VACF from Newtonian dynamics
cells, dt, sigma = 180, 500.0, 2e-5
atoms = 2 * cells
identity = np.eye(atoms)
ring = spring * (2 * identity - np.roll(identity, 1, 0) - np.roll(identity, -1, 0))
ring_flow = flow_matrix(ring, np.tile(masses, cells), dt)
times = dt * np.arange(int(7 / sigma / dt) + 1)
# Velocity response to a unit initial velocity, times <v_i v_i> = kT/m_i,
# is the canonical VACF (initial positions and velocities are uncorrelated).
response = np.zeros((2 * atoms, 2))
response[atoms, 0] = response[atoms + 1, 1] = 1.0
vacf = np.zeros((len(times), 2))
for k in range(len(times)):
    vacf[k] = np.array([response[atoms, 0], response[atoms + 1, 1]]) * kT / masses
    response = ring_flow @ response

# ---- Windowed cosine transform of the VACF
d_omega = sigma / 4
omega = d_omega * np.arange(561)
window = np.exp(-0.5 * (sigma * times) ** 2)
window[0] *= 0.5  # trapezoidal end weight
kernel = 2 / (np.pi * kT) * dt * np.cos(np.outer(omega, times)) * window
partial = kernel @ (vacf * masses)
total = kernel @ (vacf @ masses)
unweighted = kernel @ vacf.sum(axis=1)

# ---- Closed partial densities of the infinite chain, equally broadened
site_sq = 2 * spring / masses
sum_sq = site_sq.sum()
acoustic_top, optical_low = np.sqrt(site_sq[1]), np.sqrt(site_sq[0])
optical_top = np.sqrt(sum_sq)


def closed_partial(w):
    gap = np.abs(site_sq[None, :] - np.atleast_1d(w)[:, None] ** 2)
    rest = (sum_sq - np.atleast_1d(w) ** 2)[:, None]
    return 2 / np.pi * np.sqrt(gap[:, ::-1] / (gap * rest))


angle = (np.arange(1000) + 0.5) * np.pi / 1000
broadened = np.zeros_like(partial)
for low, high in ((-acoustic_top, acoustic_top), (optical_low, optical_top)):
    half = (high - low) / 2
    nodes = (high + low) / 2 + half * np.cos(angle)
    node_weight = half * np.sin(angle) * np.pi / 1000
    gauss = np.exp(-0.5 * ((omega[:, None] - nodes) / sigma) ** 2)
    gauss /= sigma * np.sqrt(2 * np.pi)
    broadened += gauss @ (closed_partial(nodes) * node_weight[:, None])
peak = total.max()
spectrum_error = np.max(np.abs(partial - broadened)) / peak
assert spectrum_error < 1e-5
assert np.max(np.abs(total - broadened.sum(axis=1))) < 1e-5 * peak
inverse_mass_sum = broadened @ (1 / masses)
assert np.max(np.abs(unweighted - inverse_mass_sum)) < 1e-5 * unweighted.max()

# ---- Areas, compared with Bloch diagonalization and the elliptic formula
theta = (np.arange(4000) + 0.5) * np.pi / 4000
bloch = np.zeros((4000, 2, 2), complex)
bloch[:, 0, 0], bloch[:, 1, 1] = site_sq
bloch[:, 0, 1] = -spring * (1 + np.exp(-1j * theta)) / np.sqrt(masses.prod())
bloch[:, 1, 0] = bloch[:, 0, 1].conj()
branch_sq, branch_vec = np.linalg.eigh(bloch)
branch_freq = np.sqrt(branch_sq)
branch_weight = np.abs(branch_vec) ** 2  # [wave number, atom, branch]


def area(values, upper=np.inf):
    kept = values[omega <= upper]
    return d_omega * (kept.sum(axis=0) - 0.5 * kept[0])


mid_gap = (acoustic_top + optical_low) / 2
full_area = area(partial)
assert np.max(np.abs(full_area - 1)) < 1e-6
assert abs(area(unweighted) * 1 / np.sum(1 / masses) - 1) < 1e-6
acoustic_area = area(partial, mid_gap)
delta = (masses[1] - masses[0]) / masses.sum()
s_value = 2 / np.pi * delta * ellipk(1 - delta**2)
assert abs(acoustic_area[0] - (1 - s_value) / 2) < 1e-5
assert abs(acoustic_area[1] - (1 + s_value) / 2) < 1e-5
assert np.max(np.abs(branch_weight[:, :, 0].mean(axis=0) - acoustic_area)) < 1e-5
true_fraction = area(total, mid_gap) / area(total)
wrong_fraction = area(unweighted, mid_gap) / area(unweighted)
assert abs(true_fraction - 0.5) < 1e-5
assert abs(wrong_fraction - (1 - delta * s_value) / 2) < 1e-5

# Long-wave limit: each atom's share is its share of the cell mass
# (tolerance covers the finite frequency resolution sigma).
low_share = partial[0] / total[0]
assert np.max(np.abs(low_share - masses / masses.sum())) < 1e-3

# ---- Zero-point energy; tolerance covers the broadening near w = 0
zpe_true = 0.5 * area(omega * total)
zpe_wrong = 0.5 * area(omega * unweighted) * 2 / area(unweighted)
zpe_bloch = 0.5 * branch_freq.sum(axis=1).mean()
atom_mean = np.einsum("kib,kb->i", branch_weight, branch_freq) / len(theta)
zpe_wrong_bloch = (atom_mean @ (1 / masses)) / np.sum(1 / masses)
assert abs(zpe_true / zpe_bloch - 1) < 2e-4
assert abs(zpe_wrong / zpe_wrong_bloch - 1) < 2e-4

print(f"spring constant = {spring} hartree/bohr^2")
print(f"light mass, heavy mass = {masses[0]:.0f}, {masses[1]:.0f} m_e")
print(f"kT = {kT} hartree")
print("TWO ATOMS BETWEEN WALLS")
print(f"mode frequencies = {pair_freq[0]:.6e}, {pair_freq[1]:.6e} a.u.")
print(f"light-atom |e|^2 in modes 1, 2 = {pair_weight[0,0]:.5f}, {pair_weight[0,1]:.5f}")
print(f"time of comparison = {time:.0f} a.u.")
print(f"light VACF, phase-space integral = {direct[0]:.7e} a.u.")
print(f"light VACF, mode formula = {formula[0]:.7e} a.u.")
print(f"heavy VACF, phase-space integral = {direct[1]:.7e} a.u.")
print(f"heavy VACF, mode formula = {formula[1]:.7e} a.u.")
print(f"mass-weighted sum / kT, integral = {weighted_direct:.7f}")
print(f"sum of mode cosines = {np.cos(pair_freq * time).sum():.7f}")
print(f"one trajectory: light atom displaced by {displacement} bohr, at rest")
print(f"mode energies = {mode_energy[0]:.5e}, {mode_energy[1]:.5e} hartree")
print(f"equal share would be = {mode_energy.mean():.5e} hartree")
print("FREE PAIR")
print(f"stretch frequency = {stretch_freq:.6e} a.u.; time = {free_time:.0f} a.u.")
print(f"mass-weighted VACF sum / kT, free = {free_sum:.6f}")
print(f"same, total momentum fixed at zero = {fixed_sum:.6f}")
print("DIATOMIC CHAIN")
print(f"ring size = {cells} cells; window sigma = {sigma:.1e} a.u.")
print(f"acoustic band top = {acoustic_top:.6e} a.u.")
print(f"optical band = {optical_low:.6e} to {optical_top:.6e} a.u.")
print(f"largest spectrum error / peak = {spectrum_error:.1e}")
for index in (160, 480):
    sharp = closed_partial(omega[index])[0]
    assert np.max(np.abs(partial[index] / sharp - 1)) < 0.03  # finite sigma
    print(f"at frequency {omega[index]:.4f} a.u., densities per hartree per cell:")
    print(f"  from VACF: light {partial[index,0]:.2f}, heavy {partial[index,1]:.2f}")
    print(f"  closed form, broadened: {broadened[index,0]:.2f}, {broadened[index,1]:.2f}")
    print(f"  closed form, sharp: {sharp[0]:.2f}, {sharp[1]:.2f}")
print(f"zero-frequency shares: light {low_share[0]:.4f}, heavy {low_share[1]:.4f}")
print(f"areas of partial densities = {full_area[0]:.6f}, {full_area[1]:.6f}")
print(f"delta = {delta:.4f}; s = {s_value:.6f}")
print(f"acoustic part of light atom = {acoustic_area[0]:.5f}")
print(f"acoustic part of heavy atom = {acoustic_area[1]:.5f}")
print(f"acoustic fraction, mass-weighted = {true_fraction:.5f}")
print(f"acoustic fraction, unweighted = {wrong_fraction:.5f}")
print(f"zero-point energy per cell, mass-weighted = {zpe_true:.5e} hartree")
print(f"  = {zpe_true * hartree_mev:.2f} meV")
print(f"zero-point energy per cell, Bloch modes = {zpe_bloch:.5e} hartree")
print(f"zero-point energy per cell, unweighted = {zpe_wrong:.5e} hartree")
print(f"  = {zpe_wrong * hartree_mev:.2f} meV")
print(f"error from omitting masses = {100 * (zpe_wrong / zpe_true - 1):.2f} percent")
print("checks complete")
```

Running it gives:

```
spring constant = 0.05 hartree/bohr^2
light mass, heavy mass = 20000, 60000 m_e
kT = 0.001 hartree
TWO ATOMS BETWEEN WALLS
mode frequencies = 1.062328e-03, 2.353322e-03 a.u.
light-atom |e|^2 in modes 1, 2 = 0.12204, 0.87796
time of comparison = 3000 a.u.
light VACF, phase-space integral = 2.5211544e-08 a.u.
light VACF, mode formula = 2.5211544e-08 a.u.
heavy VACF, phase-space integral = -1.3167128e-08 a.u.
heavy VACF, mode formula = -1.3167128e-08 a.u.
mass-weighted sum / kT, integral = -0.2857968
sum of mode cosines = -0.2857968
one trajectory: light atom displaced by 0.1 bohr, at rest
mode energies = 1.37722e-05, 4.86228e-04 hartree
equal share would be = 2.50000e-04 hartree
FREE PAIR
stretch frequency = 1.825742e-03 a.u.; time = 1000 a.u.
mass-weighted VACF sum / kT, free = 0.747807
same, total momentum fixed at zero = -0.252193
DIATOMIC CHAIN
ring size = 180 cells; window sigma = 2.0e-05 a.u.
acoustic band top = 1.290994e-03 a.u.
optical band = 2.236068e-03 to 2.581989e-03 a.u.
largest spectrum error / peak = 1.8e-10
at frequency 0.0008 a.u., densities per hartree per cell:
  from VACF: light 125.80, heavy 534.69
  closed form, broadened: 125.80, 534.69
  closed form, sharp: 125.84, 534.40
at frequency 0.0024 a.u., densities per hartree per cell:
  from VACF: light 1562.30, heavy 289.52
  closed form, broadened: 1562.30, 289.52
  closed form, sharp: 1551.63, 288.09
zero-frequency shares: light 0.2500, heavy 0.7500
areas of partial densities = 1.000000, 1.000000
delta = 0.5000; s = 0.686440
acoustic part of light atom = 0.15678
acoustic part of heavy atom = 0.84322
acoustic fraction, mass-weighted = 0.50000
acoustic fraction, unweighted = 0.32839
zero-point energy per cell, mass-weighted = 1.60171e-03 hartree
  = 43.58 meV
zero-point energy per cell, Bloch modes = 1.60165e-03 hartree
zero-point energy per cell, unweighted = 1.86404e-03 hartree
  = 50.72 meV
error from omitting masses = 16.38 percent
checks complete
```
